Atomic Natural Orbital Contraction of Neon from a CISD Density

**1. Which functions does a correlated atom need?**

The electrons of a neon atom avoid one another. A Hartree–Fock determinant places them in 1s, 2s and 2p orbitals, but their correlated motion also needs orbitals that are empty in that determinant. A large set of Gaussian primitives can represent these orbitals, at a cost that rises steeply with the number of functions. We need a rule for replacing the primitives by a few fixed combinations, and for deciding whether the next function should be s, p, d or f.

The atomic natural orbital (ANO) contraction of Almlöf and Taylor takes the rule from the correlated one-particle density: keep the orbitals that hold the most electrons. For neon the occupations turn out to fall into groups, and completing successive groups gives 3s2p1d and 4s3p2d1f. The optimality of the contraction is a theorem. The grouping is a computed result for this atom, obtained here with one correlation method and, apart from comparisons with the cc-pV5Z basis, one primitive set.

**2. Hamiltonian and correlated density**

For a fixed point nucleus of charge Ze, with Z = 10, the nonrelativistic Hamiltonian is

H = Σᵢ [−ħ²∇ᵢ²/(2mₑ) − Ze²/(4πε₀rᵢ)] + Σᵢ<ⱼ e²/(4πε₀rᵢⱼ).

Set r = a₀x with a₀ = 4πε₀ħ²/(mₑe²). The kinetic prefactor becomes ħ²/(2mₑa₀²) = E_h/2, and the Coulomb prefactor becomes e²/(4πε₀a₀) = E_h, the hartree energy. Hence

H/E_h = Σᵢ [−∇ₓᵢ²/2 − Z/xᵢ] + Σᵢ<ⱼ 1/xᵢⱼ.

Lengths below are in a₀ and energies in E_h.

The correlated state is a configuration-interaction expansion with single and double excitations (CISD) from the restricted Hartree–Fock determinant Φ₀:

Ψ = c₀Φ₀ + Σ_S c_SΦ_S + Σ_D c_DΦ_D.

The 1s orbital stays doubly occupied. The coefficients minimize the energy at fixed orbitals. With real orbitals φₚ, the spin-summed density matrix is

γₚq = Σ_σ ⟨Ψ|a†ₚσ a_qσ|Ψ⟩.

It is an expectation value in Ψ at fixed orbitals. It includes the occupied–virtual elements that the single excitations produce, but not the response of the Hartree–Fock orbitals to a perturbation, so it does not in general give the derivative of the CISD energy.

Expand φₚ = Σ_μ χ_μC_μp in normalized primitives χ_μ with overlap matrix S. Then

γ(r,r′) = Σₚq φₚ(r)γₚqφ_q(r′) = Σ_μν χ_μ(r)D_μνχ_ν(r′), D = CγCᵀ.

Because CᵀSC = 1, the cyclic property of the trace gives

Tr(DS) = Tr(CγCᵀS) = Tr(γCᵀSC) = Tr γ = 10.

**3. Spherical averaging**

A basis set for general use must not favour a direction. Label the primitives χ_klm, where k selects the exponent and m the angular component. We average the density over all orientations of the atom.

The averaged density operator commutes with every rotation, and so with L², L_z and L₊. Consider its block between radial functions k and k′, in the basis of complex spherical harmonics. Commutation with L² removes elements with l ≠ l′, and commutation with L_z removes those with m ≠ m′. Let X_m be a remaining diagonal element. Taking L₊X = XL₊ between m and m+1 gives

√[l(l+1) − m(m+1)] X_m = X_m+1 √[l(l+1) − m(m+1)].

The root is nonzero for m < l, so X_m+1 = X_m. The block is a multiple of the unit matrix, and it keeps this form when we pass to real harmonics of the same l. Rotations preserve the trace over m, which fixes the multiple:

D_klm,k′l′m′ → δ_ll′ δ_mm′ Dˡ_kk′,

Dˡ_kk′ = [1/(2l+1)] Σ_m D_klm,k′lm.

A quadrature over Euler angles, applied to a deliberately nonspherical matrix, reproduced this formula to 3×10⁻¹⁵.

The closed-shell neon ground state is already spherical, so here averaging removes numerical noise. An open shell behaves differently. A determinant with p occupations 2, 2 and 1 has the averaged occupation (2+2+1)/3 = 5/3 in each component. Without averaging, its p functions would depend on the direction of the hole.

**4. The contraction as a maximum problem**

Take a trial function f_m = Σ_k c_kχ_klm, with cᵀSˡc = 1, where Sˡ is the overlap matrix of the primitives at fixed l and m. Its occupation is

n = ∬ f_m(r)γ(r,r′)f_m(r′) d³r d³r′ = cᵀSˡDˡSˡc.

Each integral over a product of f_m and a primitive supplies one factor Sˡ. To maximize n under the normalization condition, make

cᵀSˡDˡSˡc − λ(cᵀSˡc − 1)

stationary. Differentiating with respect to c and dividing by 2 gives SˡDˡSˡc = λSˡc. Multiplication by cᵀ from the left shows that λ = n, so

SˡDˡSˡc = nSˡc.

The eigenvectors, ordered by decreasing n, are the contraction coefficients. Since n refers to one spatial orbital and both spins, 0 ≤ n ≤ 2, and all 2l+1 components together hold (2l+1)n electrons.

To treat several functions at once, put x = (Sˡ)^½c and A = (Sˡ)^½Dˡ(Sˡ)^½. The problem becomes Ax = nx with orthonormal eigenvectors uᵢ and eigenvalues n₁ ≥ n₂ ≥ …. Any M orthonormal trial vectors xⱼ capture

Σⱼ xⱼᵀAxⱼ = Σᵢ nᵢwᵢ, wᵢ = Σⱼ (uᵢ·xⱼ)².

Here wᵢ is the squared length of the projection of a unit vector on the trial space, so 0 ≤ wᵢ ≤ 1. Also Σᵢ wᵢ = M, because each xⱼ has unit length. The deficit relative to the first M eigenvectors is

Σᵢ≤M nᵢ − Σᵢ nᵢwᵢ = Σᵢ≤M nᵢ(1−wᵢ) − Σᵢ>M nᵢwᵢ.

Replace nᵢ by n_M in both sums. The first cannot grow, since there nᵢ ≥ n_M, and the subtracted one cannot shrink, since there nᵢ ≤ n_M. Therefore

deficit ≥ n_M[Σᵢ≤M (1−wᵢ) − Σᵢ>M wᵢ] = n_M(M − Σᵢ wᵢ) = 0.

No other M functions capture more electrons.

The same argument settles the choice between angular momenta. A shell of type l costs 2l+1 basis functions and captures (2l+1)n electrons, which is n per basis function. Occupations per orbital are therefore the right numbers to compare. A set containing every ANO above one cutoff captures the most electrons possible for its total size.

The algorithm is:

1. Compute the CISD density in the primitive basis.
2. Average it over m to obtain Dˡ.
3. Solve the generalized eigenproblem for each l.
4. Merge the eigenvalues of all l in decreasing order, choose a cutoff, and keep the eigenvectors above it.

There is an instructive uncorrelated limit. For a single determinant whose subshells are all completely filled, as in neon, all occupations are 2 or 0. The zero eigenvalue is degenerate, so the eigenproblem selects no particular function among the empty ones. The neon determinant fills s and p orbitals only, so its density gives no guidance on d or f functions. Correlation supplies the ordering.

**5. Neon: the occupations**

The primitive set is 13s8p4d3f1g, with 13 + 3·8 + 5·4 + 7·3 + 9·1 = 87 functions. Its exponents form geometric progressions. The Hartree–Fock energy is −128.5448 E_h and the CISD correlation energy is −0.2926 E_h, or −1.276×10⁻¹⁸ J. The reference determinant has weight c₀² = 0.967.

We label an ANO by ν = i + l, where i = 1, 2, … counts the functions of given l. This reproduces the usual names 1s, 2p, 3d and 4f. The occupied orbitals have n = 2.0000 (1s), 1.9904 (2s) and 1.9816 (2p). The value for 1s reflects the frozen core. The weakly occupied orbitals are:

ν = 3: 3p 1.05×10⁻², 3s 6.76×10⁻³, 3d 3.85×10⁻³

ν = 4: 4p 5.35×10⁻⁴, 4d 3.73×10⁻⁴, 4f 3.51×10⁻⁴, 4s 2.56×10⁻⁴

ν = 5: 5p 6.90×10⁻⁵, 5f 4.62×10⁻⁵, 5d 3.49×10⁻⁵, 5g 3.05×10⁻⁵, 5s 2.19×10⁻⁵

A single cutoff can isolate all functions up to ν when the gap ratio

G_ν = (smallest n up to ν)/(largest n beyond ν)

exceeds 1. The two ratios of interest are

G₃ = n(3d)/n(4p) = 3.848×10⁻³/5.346×10⁻⁴ = 7.20,

G₄ = n(4s)/n(5p) = 2.559×10⁻⁴/6.895×10⁻⁵ = 3.71.

A cutoff of 10⁻³ thus gives 3s2p1d, and a cutoff of 10⁻⁴ gives 4s3p2d1f. Both gaps exceed the full spread within the adjoining groups: the largest and smallest occupations differ by a factor of 2.7 for ν = 3, 2.1 for ν = 4 and 3.1 for ν = 5.

The pattern weakens further out. The next function is 6p, with n = 1.10×10⁻⁵, so the ratio after ν = 5 is 2.19/1.10 = 2.0, less than the spread inside ν = 5. A cutoff still gives 5s4p3d2f1g in this calculation, but the group is no longer well separated. The primitive set is also weakest here, since it has one g exponent and no h functions.

The digits quoted belong to this primitive set. In the cc-pV5Z basis, with 91 functions including two g shells and one h shell, the Hartree–Fock and correlation energies are −128.5468 and −0.2981 E_h. The ν = 3 occupations move by less than 1% and those of ν = 4 by up to 4%. Within ν = 5, 5f rises by 6%, 5d by 12%, and 5g doubles to 6.3×10⁻⁵, which makes it second in its group. The grouping survives: G₃ = 7.35, G₄ = 3.87, the ratio after ν = 5 is 2.1, and 4s remains last for ν = 4.

The order within a group is not the order of l. The 4s function comes last in its group, so a cutoff between 4f and 4s would give 3s3p2d1f.

**6. Shape of the contracted functions**

The exponents of the d primitives are 0.7000, 1.7500, 4.3750 and 10.9375 a₀⁻². The 3d ANO has the coefficients 0.36381, 0.53885, 0.23349 and 0.03545. Its normalization can be checked by hand. From ∫₀^∞ r^(2l+2)exp(−αr²)dr ∝ α^−(l+3/2), two normalized primitives with exponents α and β have the overlap

S_αβ = [2√(αβ)/(α+β)]^(l+3/2).

For l = 2 and exponent ratios 2.5, 6.25 and 15.625 this gives 0.7011, 0.2724 and 0.0742. The squared coefficients sum to 0.4785. The products of coefficients at the three separations sum to 0.3301, 0.1040 and 0.0129, so

cᵀSc = 0.4785 + 2(0.3301×0.7011 + 0.1040×0.2724 + 0.0129×0.0742) = 1.000.

A direct numerical maximization of the captured occupation, without solving the eigenproblem, gave the same n(3d) = 3.848×10⁻³.

The root-mean-square radii of 3s, 3p and 3d are 1.44, 1.62 and 1.08 a₀. Those of 2s and 2p are 0.99 and 1.11 a₀, while the lowest canonical virtual orbital has 2.58 a₀ in this primitive set, a value that depends on the smallest exponents included. In size, the ν = 3 ANOs are therefore much closer to the valence orbitals than that virtual orbital is. Size alone does not determine the occupation: 3d and 4f both have a radius of 1.08 a₀, yet their occupations differ by a factor of 11. In the cc-pV5Z basis the radii of 2s to 4f quoted here change by at most 0.02 a₀ (3d 1.09, 4f 1.10), while the lowest virtual orbital has 2.92 a₀.

The 5g function shows what happens without radial freedom. For one primitive, the ratio of radial integrals gives ⟨r²⟩ = (2l+3)/(4α). With l = 4 and α = 4.5 a₀⁻², the radius is √(11/18) = 0.782 a₀. This is the computed value, and it reflects the chosen exponent rather than an optimization; with the two g exponents of cc-pV5Z the radius is 1.08 a₀.

**7. Truncation error in the wavefunction**

Let N_out count the electrons in the discarded orbitals. Its mean is the number of electrons lost,

δ = ⟨Ψ|N_out|Ψ⟩ = Σ_discarded (2l+1)n.

Let w_k be the weight of the part of Ψ with k electrons in discarded orbitals. Since k ≥ 1 in every term of the next sums,

w_out = Σₖ≥₁ w_k ≤ Σₖ≥₁ k w_k = δ.

The part of Ψ that cannot be written in the contracted basis has weight at most δ.

For 3s2p1d, the ν = 4 functions contribute

3(5.346×10⁻⁴) + 5(3.733×10⁻⁴) + 7(3.506×10⁻⁴) + 2.559×10⁻⁴ = 6.180×10⁻³.

The ν = 5 functions contribute 1.002×10⁻³ by the same count, and the remainder 0.093×10⁻³. The sum is δ = 7.27×10⁻³. This agrees with the electron number found by projecting the density on the contracted functions. For 4s3p2d1f, δ = 1.09×10⁻³, and for 5s4p3d2f1g, δ = 9.3×10⁻⁵. These counts include only functions present in the primitive set. In the cc-pV5Z basis, which is richer in g and h functions, the three values are 7.9×10⁻³, 1.6×10⁻³ and about 2.4×10⁻⁴.

**8. Truncation error in the energy**

The bound on w_out does not bound the energy error by a comparable number. A model of one electron pair shows why. Let the pair occupy a reference orbital or one correlating orbital, with excitation energy Δ > 0 and coupling K. For the unnormalized state (1, t),

E = Kt, K + Δt = Et.

The second equation gives K = −(Δ − E)t. For the lower root E = −|E|, so |K| = (Δ + |E|)|t|. The occupation of the correlating orbital is n = 2t²/(1+t²), and therefore

|E|/n = |K||t|(1+t²)/(2t²) = (Δ + |E|)(1+t²)/2 ≈ Δ/2 for small t.

In this two-state model at small t, discarding the correlating orbital thus costs an energy of about Δ/2 per electron lost. The same small occupation is worth more energy when Δ is larger.

Repeating Hartree–Fock and CISD in the contracted sets gives these correlation energies, with percentages relative to the uncontracted −0.2926 E_h:

3s2p1d, 14 functions: −0.2118 E_h, 72.4%

4s3p2d1f, 30 functions: −0.2695 E_h, 92.1%

5s4p3d2f1g, 55 functions: −0.2895 E_h, 98.9%

The missing correlation energies are 0.0809, 0.0232 and 0.0031 E_h. Divided by δ, they amount to about 11, 21 and 34 E_h per lost electron. These ratios depend on the primitive set. Starting from cc-pV5Z, the first two contracted correlation energies change by at most 0.0002 E_h, but they are 71.0% and 90.3% of the larger reference, and the ratios are 11 and 18. The third ratio is the least certain, since its δ changes by a factor of about 2.5. The energy thus converges more slowly than the captured density. Read through the pair model, this would mean that the discarded orbitals have ever higher effective excitation energies. Neon has many coupled pairs, so that reading is a conjecture.

The ordering by occupation is nevertheless useful for the energy. The set 4s3p has 13 functions, one fewer than 3s2p1d, but it omits 3d, which holds 5×3.848×10⁻³ = 0.0192 electrons. It loses 0.0247 electrons in all and recovers 47.2% of the correlation energy, against 72.4% (46.3% against 71.0% from cc-pV5Z). This comparison supports the ordering; it does not make maximum occupation equivalent to minimum energy.

The Hartree–Fock energy also rises on contraction, by 0.79, 0.17 and 0.07 mE_h for the three sets (0.75 and 0.15 mE_h for the first two when starting from cc-pV5Z). The natural 2s and 2p orbitals diagonalize the correlated density and are not the Hartree–Fock orbitals, which the contracted space represents only approximately. The sets 4s3p and 4s3p2d1f have the same Hartree–Fock energy to the digits given. In a spherical closed-shell solution the occupied s and p orbitals cannot mix with d or f functions.

**9. Numerical error and sensitivity**

Suppose the matrix A of section 4 carries a symmetric error δA. For every unit vector, xᵀAx changes by at most the spectral norm ‖δA‖. The min–max characterization builds each ordered eigenvalue from such quotients, so

|δnᵢ| ≤ ‖δA‖.

Before averaging, the largest nonspherical element of the neon density in an orthonormal basis was 4.9×10⁻⁸. The spectral norm of an 87×87 matrix is at most 87 times its largest element, here 4.3×10⁻⁶. Even this pessimistic bound lies below the smallest occupation quoted, and far below the separations that define G₃ and G₄. It covers the symmetry error alone, not every error of the CISD solution.

The coefficients are more sensitive than the occupations. Rotate an eigenvector uᵢ by an angle θ towards uⱼ. Since uᵢᵀAuⱼ = 0,

n(θ) = nᵢcos²θ + nⱼsin²θ = nᵢ − (nᵢ − nⱼ)sin²θ.

The occupation changes at second order in θ. A perturbation does cause a first-order rotation. Inserting uᵢ + θuⱼ into the perturbed eigenproblem and projecting on uⱼ gives, to first order, uⱼᵀδAuᵢ + nⱼθ = nᵢθ, or

θ = uⱼᵀδAuᵢ/(nᵢ − nⱼ).

Since |uⱼᵀδAuᵢ| ≤ ‖δA‖, the angle is at most ‖δA‖/|nᵢ − nⱼ|. Weakly occupied functions of the same l have small denominators, so this bound is weakest for them; the actual rotation depends on the numerator as well. Mixing among functions that are all retained leaves the contracted space unchanged; mixing across the cutoff changes it.

The CISD density itself was tested in the small 3s2p contraction. With 1s frozen, four electrons of each spin occupy eight orbitals. There is 1 reference determinant, 2·4·4 = 32 single excitations, 2·6² = 72 same-spin doubles and 16² = 256 opposite-spin doubles, 361 in all. Explicit diagonalization in this space reproduced the density matrix to 8×10⁻¹⁰.

**10. What the contraction does not control**

The percentages in section 8 measure contraction error relative to the primitive CISD result. That reference omits core correlation, excitations beyond doubles, relativity and the functions missing from the primitive set. Contraction cannot repair any of these.

The 1s orbital was frozen, so core correlation contributes nothing to the occupations, and functions needed mainly for it can be ranked too low. To rank such functions by occupation, the density must come from a state in which 1s is correlated. The density also belongs to one state of a free atom. Nothing in the maximum principle rewards a function needed when the atom is polarized by a field or gains an electron. For such uses one can average densities of several states or add primitives outside the contraction, and then test the property of interest directly.

The computed occupations, radii and energies of neon are listed in the numerical output, where the shell label ν is printed as n.

Calculated quantities

```
Neon, frozen 1s CISD; primitive functions: 87
s: 13 primitives, smallest exponent 0.2 a0^-2, ratio 2.7
p: 8 primitives, smallest exponent 0.2 a0^-2, ratio 2.6
d: 4 primitives, smallest exponent 0.7 a0^-2, ratio 2.5
f: 3 primitives, smallest exponent 1.2 a0^-2, ratio 2.5
g: 1 primitives, smallest exponent 4.5 a0^-2, ratio 2.5
Hartree-Fock energy: -128.544846 E_h
CISD correlation energy: -0.292623 E_h
CISD correlation energy: -1.27576e-18 J
CISD total energy: -128.837470 E_h
Weight of reference determinant: 0.96732
Electron count from ANOs: 10.00000000
ANO, occupation per orbital, rms radius (a0), accumulated set
1s  2.0000e+00  0.183  1s
2s  1.9904e+00  0.986  2s
2p  1.9816e+00  1.114  2s1p
3p  1.0468e-02  1.619  2s2p
3s  6.7588e-03  1.437  3s2p
3d  3.8479e-03  1.084  3s2p1d
4p  5.3463e-04  1.661  3s3p1d
4d  3.7326e-04  1.328  3s3p2d
4f  3.5061e-04  1.082  3s3p2d1f
4s  2.5590e-04  1.567  4s3p2d1f
5p  6.8953e-05  1.886  4s4p2d1f
5f  4.6221e-05  1.172  4s4p2d2f
5d  3.4902e-05  1.291  4s4p3d2f
5g  3.0526e-05  0.782  4s4p3d2f1g
5s  2.1919e-05  2.194  5s4p3d2f1g
6p  1.0965e-05  2.178  5s5p3d2f1g
Lowest canonical virtual, rms radius: 2.579 a0
Gap ratio after n=3: 7.197
Gap ratio after n=4: 3.711
One cutoff gives 3s2p1d: True
One cutoff gives 4s3p2d1f: True
Geometric mean occupation, n=3: 6.4811e-03
Geometric mean occupation, n=4: 3.6580e-04
Geometric mean occupation, n=5: 3.7527e-05
d exponents (a0^-2): 0.7000 1.7500 4.3750 10.9375
3d ANO coefficients: 0.36381 0.53885 0.23349 0.03545
3d occupation by direct maximization: 3.8479e-03
Set, functions, electrons lost, E_HF (E_h), E_corr (E_h), % E_corr
4s3p  13  2.465e-02  -128.544681  -0.138204  47.23
3s2p1d  14  7.274e-03  -128.544053  -0.211765  72.37
4s3p2d1f  30  1.094e-03  -128.544681  -0.269458  92.08
5s4p3d2f1g  55  9.257e-05  -128.544781  -0.289496  98.93
Rotation-average test, largest error: 2.9e-15
Neon density anisotropy before averaging: 4.9e-08
Determinants in explicit CISD test: 361
Explicit CISD test, energy error: 5.7e-14 E_h
Explicit CISD test, density error: 7.9e-10
```
